\section*{Positive Conservative Finite Volumes for the Nonaxial Macrospin Fokker–Planck Equation}

\section{A case without precession across faces}

Let a unit moment $\mathbf m$ have an energy $E=kT\,u(\theta)$ that depends on the polar angle alone, and cut the sphere into bands of latitude. Precession carries $\mathbf m$ along circles of latitude, so it crosses no face. If $P$ is the probability density and $D$ the angular diffusion constant, the current along a meridian is
\begin{equation}
J=-D\left(P'+Pu'\right)=-D\,e^{-u}\left(e^{u}P\right)' .
\end{equation}
It vanishes when $g=e^{u}P$ is constant, which is the Boltzmann state.

Between two band centres a distance $d$ apart, take $J$ constant and $u$ linear. Dividing by $e^{-u}$ and integrating from $i$ to $j$ gives
\begin{equation}
J\int_0^d e^{u}\,ds=D(g_i-g_j),\qquad
\int_0^d e^{u}\,ds=d\,\frac{e^{u_j}-e^{u_i}}{u_j-u_i}.
\end{equation}
Through a face of length $l$ the flux is therefore $c(g_i-g_j)$, with
\begin{equation}
c=D\,\frac{l}{d}\,\frac{u_j-u_i}{e^{u_j}-e^{u_i}}>0 .
\label{c}
\end{equation}
This is the Scharfetter--Gummel flux. It gives positive rates, conserves probability and vanishes in the Boltzmann state.

An oblique field or an in-plane anisotropy removes the axial symmetry. Precession then crosses faces, and its discrete fluxes must cancel around every cell without producing negative rates.

\section{The continuous equation}

Let $M_sV$ be the magnetic moment, $\alpha$ the damping, $\gamma>0$, and $\gamma'=\gamma/(1+\alpha^2)$. The stochastic Landau--Lifshitz--Gilbert equation, read in the Stratonovich sense, is
\begin{equation}
\dot{\mathbf m}=-\gamma'\left[\mathbf m\times(\mathbf B+\mathbf b)
+\alpha\,\mathbf m\times(\mathbf m\times(\mathbf B+\mathbf b))\right],
\end{equation}
where $\langle b_a(t)b_b(t')\rangle=\Theta\,\delta_{ab}\,\delta(t-t')$. White noise is an assumption. With $\nabla$ the gradient on the sphere, the tangential part of the field is $\mathbf B=-(kT/M_sV)\nabla u$. Since $\mathbf m\times(\mathbf m\times\nabla u)=-\nabla u$, the drift is
\begin{equation}
\mathbf v=\frac{\gamma' kT}{M_sV}\left(\mathbf m\times\nabla u-\alpha\nabla u\right).
\end{equation}

For the noise, let $\mathbf e_{a\perp}=\mathbf e_a-m_a\mathbf m$ be the tangential part of a Cartesian unit vector. Noise component $b_a$ moves $\mathbf m$ along
\begin{equation}
\mathbf X_a=\gamma'(\alpha\,\mathbf e_{a\perp}-\mathbf m\times\mathbf e_{a\perp}),
\end{equation}
which is $\mathbf e_{a\perp}$ rotated in the tangent plane and scaled by $\gamma'\sqrt{1+\alpha^2}$. The noise is thus isotropic, with
\begin{equation}
D=\tfrac12\gamma'^2(1+\alpha^2)\Theta .
\end{equation}
A Stratonovich drift correction would be half of $\Theta\sum_a(\mathbf X_a\cdot\nabla)\mathbf X_a$. When $\mathbf m$ moves by $\delta\mathbf m$, the tangential change of $\mathbf e_{a\perp}$ is $-m_a\,\delta\mathbf m$. Every term of the sum then carries the factor $m_a\mathbf X_a$, and $\sum_a m_a\mathbf X_a=0$ because $\sum_a m_a\mathbf e_{a\perp}=0$. The tangential correction vanishes, and the noise contributes $D\nabla^2P$. In Cartesian components a normal part $-2D\,\mathbf m$ remains. It only keeps $|\mathbf m|=1$, and it must be retained if the equation is rewritten in It\^o form.

The dissipative current $-D\nabla P-(\alpha\gamma'kT/M_sV)P\nabla u$ must vanish for $P\propto e^{-u}$. This fixes
\begin{equation}
D=\frac{\alpha\gamma kT}{(1+\alpha^2)M_sV},\qquad
\Theta=\frac{2\alpha kT}{\gamma M_sV},
\end{equation}
and the equation becomes
\begin{equation}
\partial_tP=-\nabla\cdot\mathbf J,\qquad
\mathbf J=D\left[-\nabla P-P\nabla u+\frac1\alpha P\,\mathbf m\times\nabla u\right].
\end{equation}

Put $w=e^{-u}$ and $P=gw$. Then $P\nabla u=-g\nabla w$ and $\nabla P=w\nabla g+g\nabla w$, so the two terms in $g\nabla w$ cancel in the dissipative part:
\begin{equation}
\mathbf J=-Dw\nabla g-\frac D\alpha\,g\,\mathbf m\times\nabla w .
\label{J}
\end{equation}
For constant $g$ the first term is zero. The second is a circulating current, in general not zero, whose divergence vanishes as shown next.

\section{Fluxes on the mesh}

Take a Voronoi mesh on the sphere. Cell $i$ has area $A_i$; the face shared with cell $j$ has length $l$, and the centres are a distance $d$ apart. The face is perpendicular to the arc joining the centres, so the first term of \eqref{J} may use the two-point conductance \eqref{c}.

For the second term let $\mathbf n$ be the face normal from $i$ to $j$ and $\mathbf t=\mathbf m\times\mathbf n$ the tangent that runs anticlockwise around $i$, seen from outside. Then
\begin{equation}
\mathbf n\cdot(\mathbf m\times\nabla w)=(\mathbf n\times\mathbf m)\cdot\nabla w
=-\mathbf t\cdot\nabla w .
\end{equation}
The precession flux is therefore $(D/\alpha)\,g\,\mathbf t\cdot\nabla w$ per unit length. With $g$ taken constant on the face, the integral needs the end points alone:
\begin{equation}
q_{ij}=\frac D\alpha\,(w_L-w_R).
\label{q}
\end{equation}
Here $L$ and $R$ are the face ends to the left and right of someone going from $i$ to $j$ on the outside. Around a closed cell each corner value enters once with each sign, so $\sum_jq_{ij}=0$. The same argument for an arbitrary closed curve shows that $\mathbf m\times\nabla w$ has no divergence.

The complete flux is
\begin{equation}
F_{ij}=C(g_i-g_j)+\tfrac12q_{ij}(g_i+g_j),\qquad
C=\max\left(c,\tfrac12|q_{ij}|\right).
\label{F}
\end{equation}
With cell probability $p_i=A_iw_ig_i$, the rate from $i$ to $j$ is the coefficient of $p_i$, and the reverse rate follows from $q_{ji}=-q_{ij}$:
\begin{equation}
W_{ji}=\frac{C+q_{ij}/2}{A_iw_i},\qquad W_{ij}=\frac{C-q_{ij}/2}{A_jw_j}.
\end{equation}
Four properties follow.

\emph{Positivity.} $C\ge|q_{ij}|/2$ makes both rates non-negative for any $\alpha>0$ and any mesh spacing.

\emph{Conservation.} $F_{ji}=-F_{ij}$, so what leaves one cell enters its neighbour.

\emph{Stationarity.} For constant $g$ the net outflow of cell $i$ is $g\sum_jq_{ij}=0$. Hence
\begin{equation}
\pi_i=\frac{A_ie^{-u_i}}{\sum_kA_ke^{-u_k}}
\end{equation}
is stationary. It is the Boltzmann density sampled at the cell centres, not integrated over the cells, so continuum averages are approached under refinement.

\emph{Uniqueness.} Group the cells into classes whose members can reach each other. Suppose a class has an exit. If it also has an entry, step back to the class that feeds it, which has an exit too. Classes cannot feed each other in a loop, so this ends at a class with an exit and no entry. Probability would drain from it, and since every $\pi_i$ is positive, $\pi$ would not be stationary. Hence no class has an exit. Neighbours have $C>0$, so at least one of their two rates is positive, and they belong to the same class. The mesh is connected; there is one class and one stationary state.

For large $\alpha$ at fixed $D$, $q_{ij}\to0$ and $W_{ji}/W_{ij}\to(A_j/A_i)e^{-(u_j-u_i)}$, which is detailed balance. At finite $\alpha$ the stationary state carries circulating currents and detailed balance fails, although $\pi$ is unchanged.

\section{Pseudocode, time steps and cost}

\begin{verbatim}
build Voronoi mesh: centres, corners, A, l, d
for each face (i,j) with ends L,R:
    x = u[j] - u[i]
    c = D*(l/d)*exp(-u[i])*x/expm1(x)   # x->0: factor 1
    q = (D/alpha)*(exp(-u[L]) - exp(-u[R]))
    C = max(c, abs(q)/2)
    W[j,i] = (C + q/2)/(A[i]*exp(-u[i]))
    W[i,j] = (C - q/2)/(A[j]*exp(-u[j]))
Q = W - diag(column sums of W)
time step:   solve (I - dt*Q) p_new = p_old
slow rate:   eigenvalue of Q nearest 0, after 0 itself
\end{verbatim}

Backward Euler keeps $p\ge0$ for any step. Let $k_i$ be the total rate out of cell $i$ and $S$ the diagonal matrix of $1+\Delta t\,k_i$. Then
\begin{equation}
(I-\Delta t\,Q)^{-1}=S^{-1}\sum_{n\ge0}\left(\Delta t\,WS^{-1}\right)^n .
\end{equation}
The series converges because the columns of $\Delta t\,WS^{-1}$ sum to $\Delta t\,k_i/(1+\Delta t\,k_i)<1$, and every term is non-negative. Accuracy in time is first order, so a large step is safe but not accurate. The same sign structure allows elimination with diagonal pivots, which preserves a fill-reducing ordering.

Explicit Euler is sure to keep $p\ge0$ only if $\Delta t\,k_i\le1$ in every cell. For a regular hexagonal cell $l=d/\sqrt3$ and $A=\sqrt3\,d^2/2$, so diffusion alone gives $k=6D(l/d)/A=4D/d^2$. At $d=0.0189$ this is about $1.1\times10^4D$. The relaxation time found below is $46/D$, or some $5\times10^5$ explicit steps for a cell of average size. The smallest cells of a mesh set the limit and raise this number somewhat.

A triangulation of $N$ centres has $3N-6$ edges, hence $N+2(3N-6)=7N-12$ matrix entries. Assembly and one explicit step cost $O(N)$. A direct factorization with nested-dissection ordering costs $O(N^{3/2})$ operations and $O(N\log N)$ storage, and serves all later steps of the same length.

\section{Where the scheme loses accuracy}

On a smooth part of the landscape $|q_{ij}|\simeq(D/\alpha)\,w\,l\,|\mathbf t\cdot\nabla u|$ and $c\simeq Dwl/d$. The maximum in \eqref{F} replaces $c$ when
\begin{equation}
d\,|\mathbf t\cdot\nabla u|>2\alpha .
\label{Pe}
\end{equation}
Such a face will be called limited. Its effective diffusion constant is $D\,d|\mathbf t\cdot\nabla u|/2\alpha$ instead of $D$. The stationary state does not notice, since the added term is proportional to $g_i-g_j$. Reversal rates do. Agreement with Boltzmann therefore says nothing about the accuracy of a retention time.

Three further conditions matter. The mesh must be a true Voronoi mesh, with $l>0$ and faces perpendicular to the centre lines, or the two-point gradient is inconsistent. At large $u$ the exponentials should be combined before evaluation, for example $c/w_i=D(l/d)\,x/(e^x-1)$ with $x=u_j-u_i$, to avoid underflow. Finally, matrix entries near $10^4D$ in double precision carry rounding errors near $10^{-12}D$. A slow eigenvalue below that level, as for a barrier of $40\,kT$, cannot be trusted from this eigenvalue calculation.

\section{Worked example}

The energy is
\begin{equation}
u=k_z(1-m_z^2)+k_xm_x^2-\mathbf b\cdot\mathbf m .
\end{equation}
An elliptical dot of $14\times11\times1.5$ nm has $V=181$ nm$^3$. With an effective perpendicular anisotropy of 200 kJ/m$^3$, net of the demagnetizing energy, $KV=3.63\times10^{-20}$ J, so $k_z=8.76$ at 300 K. An in-plane anisotropy of 20 kJ/m$^3$ gives $k_x=0.876$. With $M_s=600$ kA/m, a field of $(20,60,5)$ mT gives $\mathbf b=(0.526,1.577,0.131)$. For $\alpha=0.2$, $D=1.29$ ns$^{-1}$.

\subsection{Wells and barriers}

At a stationary point the Cartesian gradient of $u$ is parallel to $\mathbf m$, say $\mu\mathbf m$. With $\mathbf h=(2k_x,0,-2k_z)$ this reads $h_im_i-b_i=\mu m_i$, so
\begin{equation}
m_i=\frac{b_i}{h_i-\mu},\qquad \sum_i\frac{b_i^2}{(h_i-\mu)^2}=1 .
\end{equation}
As no $b_i$ is zero, the real roots of this sixth-degree equation give all stationary points: here two minima, one saddle near $+y$ and one maximum. The in-plane field is too strong for a second saddle on the opposite side. The energy is $7.14$ at the saddle and $-0.21$ at the up minimum ($m_z>0$), a barrier of $7.35\,kT$. From the down minimum ($m_z<0$), which lies $0.26$ higher, it is $7.09\,kT$.

\subsection{Stationary state}

The null vector of $Q$, obtained by a linear solve on 40962 cells, differs from $\pi$ by $3.5\times10^{-13}$ in half the summed absolute difference. Quadrature of the continuous Boltzmann density gives $\langle m_z\rangle=0.1139$ and a probability $0.5608$ for $m_z>0$; the mesh agrees to about $10^{-5}$.

For contrast, a positive and conservative scheme that keeps \eqref{c} but upwinds $P$ with the precession velocity at the face midpoint misses the Boltzmann weights by $0.10$ in the same measure, on 10242 cells. Positivity and conservation do not suffice.

Setting $C=c$ instead of the maximum was tried at $\alpha=0.02$ on 2562 cells, from a cell with a negative outgoing rate. One implicit step of $10^{-6}/D$ produced a probability of $-2.7\times10^{-3}$. The protected scheme stayed positive for that step and for $0.1/D$.

\subsection{Dynamics}

The sign of precession and the value of $D$ do not show in the stationary state. From $\mathbf m=(0.597,0.493,0.633)$, the mesh gives a mean moment of $(0.206,0.038,0.886)$ after 60 ps. Direct integration of 20000 stochastic trajectories gives $(0.203,0.038,0.885)$, with a largest standard error of $0.002$.

The slowest decay rate $\lambda$ was compared with an expansion of the backward operator $D\nabla^2+\mathbf v\cdot\nabla$ in spherical harmonics, which gives $0.02180\,D$. At $\alpha=0.2$ the errors relative to that value are:

\begin{center}
\begin{tabular}{rrrr}
cells & spacing & error & limited faces\\
642 & 0.151 & 6.2\% & 61\%\\
2562 & 0.075 & 1.2\% & 34\%\\
10242 & 0.038 & $-0.02$\% & 0.3\%\\
40962 & 0.019 & $-0.01$\% & 0.0\%
\end{tabular}
\end{center}

The error changes sign, so these four values do not establish an order of convergence.

With the energy held fixed and $\alpha=0.02$, 84\% of the faces of the 10242-cell mesh are limited, and $\lambda$ is too large by 123\% of the spectral value. Nearly all of this error comes from the maximum in \eqref{F}: with $C=c$ on the same mesh, $\lambda$ is within 0.1\% of the spectral value, at the price of negative rates. Positivity is thus paid for in the reversal rate. Condition \eqref{Pe} depends on $d/\alpha$, so with ten times less damping the spacing must be ten times finer to keep the same share of limited faces. For a share of 0.3\% this means about $10^6$ cells. An equal share does not by itself guarantee an equal error in $\lambda$. At low damping a spectral method is the better choice for an energy as smooth as this one.

\subsection{Retention}

With two well-separated wells, let $k_\uparrow$ and $k_\downarrow$ be the escape rates from the up and down wells. Their sum is $\lambda$, and equilibrium requires $k_\uparrow\pi_\uparrow=k_\downarrow\pi_\downarrow$. Hence $k_\uparrow=\lambda\pi_\downarrow$ and
\begin{equation}
\tau_\uparrow=\frac1{\lambda\pi_\downarrow},\qquad
\tau_\downarrow=\frac1{\lambda\pi_\uparrow}.
\end{equation}
Here $1/\lambda=1/(0.0218\times1.29\ \mathrm{ns}^{-1})=35.6$ ns, so $\tau_\uparrow=35.6/0.439=81$ ns and $\tau_\downarrow=35.6/0.561=63$ ns. On the 10242-cell mesh the mean first-passage time from the up minimum to $m_z\le-0.9$ is 81.4 ns, against 81.1 ns from the two-state formula. The formula fails when the barrier is no longer large compared with $kT$, because $\lambda$ then ceases to be well separated from the other decay rates.

\section{Relation to a real dot}

The parameters are illustrative values for a thin magnetic dot with perpendicular anisotropy; the in-plane anisotropy was chosen to break the axial symmetry. Both anisotropies are effective values that include the shape energy. For this dot the demagnetizing energy favours the plane by about 150 kJ/m$^3$, so the intrinsic perpendicular anisotropy would have to be near 350 kJ/m$^3$. The damping $\alpha=0.2$ is high; many free layers lie nearer $0.01$--$0.02$, where most faces of the meshes used here are limited. A barrier near $7\,kT$ suits a random-bit source and lies far below the several tens of $kT$ needed for years of storage.

One assumption to examine in a real dot is uniform magnetization. With an exchange stiffness $A=10$ pJ/m (here $A$ is not a cell area), a wall across the short axis would cost about $23\,kT$, so the model's coherent path is the cheaper one. This is indicative, since the bulk wall width $\pi\sqrt{A/K}\simeq22$ nm exceeds the dot.

Thermal non-uniform modes matter more. Equipartition gives each amplitude of the lowest modes a mean square $kT/[2V(K+Ak^2)]$, with $k$ taken from a disc of equal area. Two components and two degenerate modes shorten the mean moment by 2.1\%. A rough cubic law then lowers the perpendicular anisotropy by 6.3\%. With the field terms, $k_x$ and $D$ held fixed, the relaxation time falls from 35.6 to 22.5 ns, or by 37\%. An anisotropy measured on similar dots at 300 K already contains part of this effect. On the other hand, the higher modes, left out here, together add more to the loss of moment than the two counted, so 37\% is not an upper limit. The barrier also varies with the volume and anisotropy of each dot, and the retention time depends on it exponentially. The times above are therefore order-of-magnitude estimates for a real dot, whatever the precision of the mesh.

Quantum corrections to the uniform precession are small: $\hbar\omega/kT=0.003$ at the precession frequency in the anisotropy field. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K; Ms 600 kA/m; damping 0.2
dot 14 x 11 x 1.5 nm; volume 181.4 nm3
anisotropy: perpendicular 200, in-plane 20 kJ/m3
field (x y z) 20 60 5 mT
kz 8.760, kx 0.876, b 0.526 1.577 0.131 (kT)
diffusion constant D 1.2885 1/ns
up minimum m = 0.0271 0.0893 0.9956
down minimum m = 0.0275 0.0907 -0.9955
only saddle m = 0.1570 0.9876 -0.0083
energy maximum m = -0.7633 -0.6461 -0.0066
barrier from up 7.352 kT, from down 7.090 kT
energy maximum above the up minimum 10.900 kT
face flux, line integral vs midpoint: deviation 1.2e-03 of max
distance to Boltzmann, 40962 cells: 3.5e-13
distance to Boltzmann, 10242 cells: 3.2e-13
same mesh, pointwise upwind scheme: 0.1004
averages: mx, my, mz, mz^2, probability of mz>0
  quadrature 0.02941 0.09802 0.11390 0.87121 0.56079
  mesh       0.02941 0.09802 0.11390 0.87122 0.56078
damping 0.02, 2562 cells, implicit steps (1e-06, 0.1) /D
  least probability, protected scheme 7.5e-162
  least probability, unprotected, first step -2.7e-03
slowest rate, spherical harmonics 0.021796 D
  642 cells, spacing 0.1509 rad: 0.023152 D, error 6.22 %, limited faces 60.9 %
  2562 cells, spacing 0.0755 rad: 0.022063 D, error 1.23 %, limited faces 34.3 %
  10242 cells, spacing 0.0378 rad: 0.021791 D, error -0.02 %, limited faces 0.3 %
  40962 cells, spacing 0.0189 rad: 0.021794 D, error -0.01 %, limited faces 0.0 %
damping 0.02: spectral rate 0.05426 D
  10242 cells: rate error 123.1 %, limited faces 84.2 %
transient start m = 0.5968 0.4926 0.6334
mean m after 60 ps, mesh       0.2062 0.0382 0.8859
mean m after 60 ps, stochastic 0.2030 0.0384 0.8854
  20000 runs, largest standard error 0.0021
relaxation time 35.609 ns
retention time up 81.074 ns, down 63.497 ns
up to down on 10242 cells: first passage 81.404 ns, two-state 81.093 ns
exchange stiffness 10 pJ/m
wall across the short axis 22.5 kT
lowest non-uniform modes: moment loss 2.11 %, anisotropy loss 6.34 %
relaxation time with that anisotropy loss 22.457 ns, change -36.9 %
quantum ratio hbar omega/kT 0.00299
\end{verbatim}
